\section*{Supercell averages of electron levels compared with adiabatic Allen-Heine-Cardona theory, part 1}

(Sections cited here and not found follow in the second part.)

\section{The average and its expansion}

Q: One method displaces the nuclei of a supercell at random, diagonalizes and averages an eigenvalue. Allen-Heine-Cardona (AHC) theory sums matrix elements over phonons. I am told the two agree, and I doubt it. What exactly is averaged?

A: Take a periodic supercell of $N$ cells. Atoms carry the index $i=(l\kappa)$ (cell $l$, sublattice $\kappa$, mass $M_\kappa$), and $a=(i\alpha)$ labels a Cartesian displacement $u_a$. For each frozen configuration there is a mean-field Hamiltonian $H(u)$, self-consistent if the theory is, with an eigenvalue $\varepsilon_n(u)$ that for now is nondegenerate at $u=0$. The nuclei are in the thermal state of the harmonic Hamiltonian with force constants $\Phi_{ab}$. The real orthonormal eigenvectors $e_{a\nu}$ of $\Phi_{ab}/\sqrt{M_aM_b}$, with eigenvalues $\omega_\nu^2$, define mass-weighted modes through $u_a=\sum_\nu e_{a\nu}x_\nu/\sqrt{M_a}$, with the rigid translations ($\omega=0$) left out. The quantity is $\langle\varepsilon_n(u)\rangle$ in this state. It is adiabatic because the electrons see each configuration as static.

Q: Why should quantum nuclei at finite temperature have a Gaussian distribution?

A: For one mode $x=\sqrt{\hbar/2\omega}\,(b+b^\dagger)$. Put $\lambda=s\sqrt{\hbar/2\omega}$. Since $[i\lambda b^\dagger,i\lambda b]=\lambda^2$ is a number, the Baker-Campbell-Hausdorff formula gives $e^{isx}=e^{i\lambda b^\dagger}e^{i\lambda b}e^{-\lambda^2/2}$. The thermal state is diagonal in the quantum number $m$, with weights $(1-y)y^m$ and $y=e^{-\hbar\omega/k_BT}$, so only equal powers of $b^\dagger$ and $b$ survive:
\begin{equation}
\langle b^{\dagger k}b^k\rangle=(1-y)\sum_m y^m\frac{m!}{(m-k)!}=(1-y)\,y^k\frac{d^k}{dy^k}\frac{1}{1-y}=k!\,n^k ,
\end{equation}
with $n=y/(1-y)$ the Bose occupation. Therefore
\begin{equation}
\langle e^{isx}\rangle=e^{-\lambda^2/2}\sum_k\frac{(-\lambda^2)^k}{(k!)^2}\,k!\,n^k=e^{-s^2\sigma^2/2},\qquad \sigma^2=\frac{\hbar(2n+1)}{2\omega}.
\end{equation}
This is the characteristic function of a Gaussian. Matching powers of $s$ shows that odd moments vanish and $\langle x^{2k}\rangle=(2k)!\,\sigma^{2k}/(2^kk!)$. The harmonic density matrix is a product over modes, so the modes are independent and
\begin{equation}
C_{ab}\equiv\langle u_au_b\rangle=\sum_\nu\sigma_\nu^2\,\frac{e_{a\nu}e_{b\nu}}{\sqrt{M_aM_b}} .
\end{equation}

Q: And the expansion?

A: For one mode the Taylor term $\varepsilon^{(2k)}x^{2k}/(2k)!$ averages to $(\tfrac12\sigma^2\partial^2)^k\varepsilon/k!$, which sums to an exponential. Independent modes multiply these operators:
\begin{equation}
\langle\varepsilon_n\rangle=\exp\Big(\tfrac12\sum_\nu\sigma_\nu^2\partial_\nu^2\Big)\varepsilon_n\Big|_0=\varepsilon_n(0)+\Delta_2+\Delta_4+O(\sigma^6).
\end{equation}
The chain rule $\partial_\nu=\sum_ae_{a\nu}M_a^{-1/2}\partial_a$ turns the first term into
\begin{equation}
\Delta_2=\tfrac12\sum_\nu\sigma_\nu^2\,\partial_\nu^2\varepsilon_n=\tfrac12\sum_{ab}C_{ab}\,\partial_a\partial_b\varepsilon_n .
\end{equation}
The series is in general only asymptotic, because the Gaussian has weight beyond the radius of convergence of the Taylor series, which the nearest avoided crossing sets. It is useful when the typical coupling is small against the distance to the next level.

\section{The quadratic term}

Q: $\Delta_2$ contains a curvature of an eigenvalue. Where are the energy denominators?

A: Write $H_a=\partial_aH$ and $H_{ab}=\partial_a\partial_bH$, total derivatives that include the self-consistent response. Differentiating $(H-\varepsilon_n)|n\rangle=0$ gives
\begin{equation}
(H-\varepsilon_n)|\partial_an\rangle=-(H_a-\partial_a\varepsilon_n)|n\rangle .
\end{equation}
Projecting on $\langle n|$ annuls the left side, so $\partial_a\varepsilon_n=\langle n|H_a|n\rangle$. Projecting with $Q=1-|n\rangle\langle n|$ and inverting gives $Q|\partial_an\rangle=GH_a|n\rangle$ with $G=Q/(\varepsilon_n-H_0)$ and $H_0=H(0)$. Now differentiate $\partial_b\varepsilon_n=\langle n|H_b|n\rangle$ with respect to $u_a$. Normalization makes $\langle n|\partial_an\rangle$ imaginary, so that component cancels between bra and ket, and
\begin{align}
\partial_a\partial_b\varepsilon_n&=D_{ab}+F_{ab},\qquad D_{ab}=\langle n|H_{ab}|n\rangle,\\
F_{ab}&=2\,\mathrm{Re}\,X_{ab},\qquad X_{ab}=\sum_{m\ne n}\frac{\langle n|H_a|m\rangle\langle m|H_b|n\rangle}{\varepsilon_n-\varepsilon_m}.
\end{align}
Hence $\Delta_2=\Delta_{\rm Fan}+\Delta_{\rm DW}$, with the Fan term $\tfrac12\sum CF$ and the Debye-Waller term $\tfrac12\sum CD$.

Q: AHC theory uses complex phonons $\mathbf q\nu$ and Bloch states. Your modes are real.

A: The matrix $\sqrt{M_aM_b}\,C_{ab}$ is a function of the dynamical matrix, namely $\hbar(2n+1)/2\omega$ evaluated on its eigenvalues, and a matrix function can be built from any orthonormal eigenbasis. The Bloch modes $N^{-1/2}e_{\kappa\alpha,\nu}(\mathbf q)e^{i\mathbf q\cdot\mathbf R_l}$, for the $N$ wave vectors commensurate with the supercell, are such a basis, so
\begin{equation}
C_{ab}=\frac1N\sum_{\mathbf q\nu}(2n_{\mathbf q\nu}+1)\,\xi_a\xi_b^*,\qquad \xi_{l\kappa\alpha}=\sqrt{\frac{\hbar}{2M_\kappa\omega_{\mathbf q\nu}}}\;e_{\kappa\alpha,\nu}(\mathbf q)\,e^{i\mathbf q\cdot\mathbf R_l},
\end{equation}
without the acoustic modes at $\mathbf q=0$. Since $X_{ba}=X_{ab}^*$, we have $F_{ab}=X_{ab}+X_{ba}$, and since $C$ is symmetric, $\Delta_{\rm Fan}=\sum_{ab}C_{ab}X_{ba}$. Define $\delta V_{\mathbf q\nu}=\sum_a\xi_aH_a$. Then $\sum_{ab}\xi_a\xi_b^*\langle n|H_b|m\rangle\langle m|H_a|n\rangle=|\langle m|\delta V_{\mathbf q\nu}|n\rangle|^2$. A lattice translation multiplies $\delta V_{\mathbf q\nu}$ by the phase belonging to $\mathbf q$, so it connects $\mathbf k$ only to $\mathbf k+\mathbf q$. With $g_{mn\nu}=\langle m\mathbf k+\mathbf q|\delta V_{\mathbf q\nu}|n\mathbf k\rangle$ for states normalized on the supercell,
\begin{align}
\Delta_{\rm Fan}&=\frac1N\sum_{\mathbf q\nu}{\sum_m}'\,\frac{|g_{mn\nu}(\mathbf k,\mathbf q)|^2\,(2n_{\mathbf q\nu}+1)}{\varepsilon_{n\mathbf k}-\varepsilon_{m\mathbf k+\mathbf q}},\\
\Delta_{\rm DW}&=\frac1{2N}\sum_{\mathbf q\nu}(2n_{\mathbf q\nu}+1)\,\langle n\mathbf k|\sum_{ab}\xi_a\xi_b^*H_{ab}|n\mathbf k\rangle ,
\end{align}
where the prime omits the state itself.

Q: The Fan self-energy I know has Fermi factors and phonon energies in the denominators.

A: On shell, with $\delta=\varepsilon_{n\mathbf k}-\varepsilon_{m\mathbf k+\mathbf q}$ and occupation $f$ of the intermediate state, each $|g|^2/N$ is multiplied by
\begin{equation}
\frac{n+1-f}{\delta-\hbar\omega}+\frac{n+f}{\delta+\hbar\omega}=\frac{2n+1}{\delta}+\frac{\hbar\omega\,(1-2f)}{\delta^2}+\dots ,
\end{equation}
from $1/(\delta\mp\hbar\omega)=1/\delta\pm\hbar\omega/\delta^2+\dots$. Adiabatic AHC keeps the first term, in which $f$ has cancelled, and that is our $\Delta_{\rm Fan}$. The step needs $|\delta|\gg\hbar\omega$. At $\delta=0$ the bracket equals $(2f-1)/\hbar\omega$; for $m=n$, $\mathbf q=0$ this is a lattice-relaxation energy that an average over the unperturbed nuclear distribution does not contain.

\section{Rigid-ion and non-rigid-ion parts}

Q: The AHC Debye-Waller term is computed from first-order matrix elements. Yours needs $H_{ab}$. These look like different theories.

A: Translation invariance links them. Moving every atom by the same vector transforms $H$ unitarily, so $\sum_j\partial_{j\beta}\varepsilon_n(u)=0$ for every $u$. Differentiating with respect to $u_{i\alpha}$ gives the first sum rule below, and the symmetry of second derivatives gives the second:
\begin{equation}
\sum_j(D+F)_{i\alpha,j\beta}=0,\qquad\sum_i(D+F)_{i\alpha,j\beta}=0 .
\end{equation}
Solve each for the on-site block of $D$:
\begin{align}
D_{i\alpha,i\beta}&=-\sum_jF_{i\alpha,j\beta}-\sum_{j\ne i}D_{i\alpha,j\beta},\\
D_{j\alpha,j\beta}&=-\sum_iF_{i\alpha,j\beta}-\sum_{i\ne j}D_{i\alpha,j\beta}.
\end{align}
Write the on-site part of $\Delta_{\rm DW}$ as two equal halves, $\tfrac14\sum D_{i\alpha,i\beta}C_{i\alpha,i\beta}+\tfrac14\sum D_{j\alpha,j\beta}C_{j\alpha,j\beta}$, insert one line in each, and add the off-site part $\tfrac12\sum_{i\ne j}DC$. With $\bar C_{i\alpha,j\beta}=\tfrac12(C_{i\alpha,i\beta}+C_{j\alpha,j\beta})$ the result is $\Delta_{\rm DW}=\Delta_{\rm RIA}+\Delta_{\rm NRI}$, where
\begin{align}
\Delta_{\rm RIA}&=-\tfrac12\sum_{ij\alpha\beta}F_{i\alpha,j\beta}\,\bar C_{i\alpha,j\beta},\\
\Delta_{\rm NRI}&=\tfrac12\sum_{i\ne j,\alpha\beta}D_{i\alpha,j\beta}\,\big(C_{i\alpha,j\beta}-\bar C_{i\alpha,j\beta}\big).
\end{align}
In a crystal $\bar C$ depends on $\kappa,\kappa'$ but not on $l,l'$, so the cell sums act on $F$ alone and replace $H_{l\kappa\alpha}$ by the lattice-periodic $H^\Gamma_{\kappa\alpha}=\sum_lH_{l\kappa\alpha}$, which conserves $\mathbf k$:
\begin{equation}
\Delta_{\rm RIA}=-\sum_{\kappa\alpha\kappa'\beta}\bar C_{\kappa\alpha,\kappa'\beta}\,\mathrm{Re}\sum_{m\ne n}\frac{\langle n\mathbf k|H^\Gamma_{\kappa\alpha}|m\mathbf k\rangle\langle m\mathbf k|H^\Gamma_{\kappa'\beta}|n\mathbf k\rangle}{\varepsilon_{n\mathbf k}-\varepsilon_{m\mathbf k}} .
\end{equation}
This is the rigid-ion Debye-Waller term. The exact statement is
\begin{equation}
\Delta_2=\Delta_{\rm Fan}+\Delta_{\rm RIA}+\Delta_{\rm NRI},
\end{equation}
on the $\mathbf q$ grid of the supercell, so the supercell average contains the non-rigid-ion term automatically.

Q: When is $\Delta_{\rm NRI}$ there at all?

A: If $V=\sum_iv_i(\mathbf r-\mathbf R_i-\mathbf u_i)$, each term depends on one displacement, the off-site $D$ vanish, and so does $\Delta_{\rm NRI}$. A Hartree or exchange-correlation potential depends on the density, whose second-order response has terms bilinear in $u_i$ and $u_j$, so nothing forces the off-site $D$ to vanish even with rigid bare ions.

Q: Relative motion should be what matters. Can it be written as $-\tfrac14\sum D\,\langle(u_i-u_j)_\alpha(u_i-u_j)_\beta\rangle$?

A: The average expands to $2\bar C_{i\alpha,j\beta}-C_{i\alpha,j\beta}-C_{i\beta,j\alpha}$, so that form replaces $\tfrac12C_{i\alpha,j\beta}$ by $\tfrac14(C_{i\alpha,j\beta}+C_{i\beta,j\alpha})$. It agrees when the off-site blocks of $C$ or $D$ are symmetric in $\alpha\beta$, as they are in one dimension. On random three-dimensional matrices obeying only the sum rule, the numerical check confirms the split above and finds the difference form unequal to it. Your intuition holds in another sense. A rigid motion adds a site-independent symmetric $c_{\alpha\beta}$ to $C$ and to $\bar C$. Then $\Delta_{\rm NRI}$ is unchanged, while $\Delta_{\rm Fan}$ gains $\tfrac12\sum cF$ and $\Delta_{\rm RIA}$ loses the same amount. This is why omitting the translations is harmless.

\section{Degenerate levels and large cells}

Q: In a supercell $\mathbf k$ and $-\mathbf k$ fold onto one degenerate level. Your assumption then fails for most states.

A: For the sorted eigenvalues the equality is false, and for their mean it holds. The sum of the eigenvalues of an isolated group is $\oint z\,\mathrm{Tr}(z-H)^{-1}dz/2\pi i$ on a contour around the group, which is smooth in $u$ and in any small added term. Split the pair $|+\rangle,|-\rangle$ artificially by $\eta$, so that the nondegenerate result applies to each. Their mutual Fan terms carry the same squared matrix element over $+\eta$ and $-\eta$ and cancel in the sum, after which smoothness allows $\eta\to0$. The mean over the group is thus the mean of the AHC values with degenerate intermediate states dropped, and time reversal makes the values at $\pm\mathbf k$ equal.

The individual levels move at first order. The diagonal elements of $W_1=\sum_aH_au_a$ are equal by time reversal, so the splitting is $2|w|$ with $w=\langle-|W_1|+\rangle$, a complex Gaussian variable. By the algebra of the Fan term, $\langle|w|^2\rangle=s^2=N^{-1}\sum_\nu|g(\mathbf k\to-\mathbf k)|^2(2n+1)$. The variable $w^2$ carries crystal momentum $4\mathbf k$, so $\langle w^2\rangle=0$ when $4\mathbf k$ is not a reciprocal-lattice vector. Real and imaginary parts are then independent with variance $s^2/2$, $r=|w|$ has density $(2r/s^2)e^{-r^2/s^2}$, and
\begin{equation}
\langle2|w|\rangle=\frac4{s^2}\int_0^\infty r^2e^{-r^2/s^2}dr=\frac4{s^2}\,\frac{\sqrt\pi\,s^3}{4}=\sqrt\pi\,s .
\end{equation}
This is linear in $\sigma$, an order that the smooth expansion does not have.

Q: Does the equality survive $N\to\infty$?

A: It holds at each finite $N$, but both sides can lose their meaning. At a band edge $\delta\propto q^2$ for intraband terms. With Fr\"ohlich coupling $|g|^2\propto q^{-2}$ the three-dimensional sum behaves as $\int q^2dq/q^4\sim1/q_{\min}\propto N^{1/3}$ and diverges. The terms responsible have $|\delta|<\hbar\omega$, where the adiabatic step is invalid. At the smallest $q\propto N^{-1/3}$ the coupling $|g|/\sqrt N\propto N^{-1/6}$ also outgrows the level distance $|\delta|\propto N^{-2/3}$, so the condition for a useful expansion in $\sigma$ fails too.

\section{The quartic correction}

At quadratic order the harmonic supercell average equals adiabatic AHC theory on the same $\mathbf q$ grid, provided the Debye-Waller term includes $\Delta_{\rm NRI}$; for degenerate levels this holds for the mean of the group. What remains is to derive the quartic correction $\Delta_4$, compare it with the other errors of AHC theory, and test the formulas numerically on a model chain.
